# Ranking sc, bcc and fcc k-point superlattices for exponentially decaying coefficients

## Question

I am comparing uniform k-point grids for a periodic function whose Fourier coefficients fall off as $e^{-hR}$, where $R$ is the length of a crystal lattice vector. Each grid belongs to a real-space superlattice, and I want to know whether that should be simple cubic, body-centred or face-centred at a fixed number of k-points.

With supercell volume $L^3$, counting nearest neighbours gives me the leading errors

$$
6e^{-hL},\qquad 8e^{-1.091\,hL},\qquad 12e^{-1.122\,hL}
$$

for sc, bcc and fcc. If I rank these, sc wins for small $hL$, then bcc takes over, and fcc wins only beyond $hL\approx 13$, where the error is already about $10^{-5}$. That would make fcc nearly useless in practice. But I have dropped all the farther shells, and I don't know how to sum them or whether they can change the order. Can the complete sums be ranked for every $hL$, and not just at the points where I happen to evaluate them?

## Answer

Your three terms are the correct limits for large $hL$, but they can't be used to rank the lattices at moderate $hL$. The complete sums can be ranked for all $hL$, because each is a positive mixture of theta functions whose order can be proved.

### What the grid error is

Take

$$
f(\mathbf k)=\sum_{\mathbf R}e^{-h|\mathbf R|}e^{i\mathbf k\cdot\mathbf R},
$$

with $\mathbf R$ on the crystal lattice. Its mean over the Brillouin zone is the $\mathbf R=0$ coefficient, which is 1. All errors below are therefore relative to an exact mean of 1.

The grid consists of all $\mathbf k$, modulo crystal reciprocal vectors, for which $e^{i\mathbf k\cdot\mathbf T}=1$ for every $\mathbf T$ in the superlattice $\Lambda$. It contains $\Gamma$ and has $N=L^3/\Omega$ points, where $\Omega$ is the crystal cell volume.

If $\mathbf R\in\Lambda$, the grid mean of $e^{i\mathbf k\cdot\mathbf R}$ is 1. If $\mathbf R\notin\Lambda$, some grid point $\mathbf q$ has $e^{i\mathbf q\cdot\mathbf R}\ne1$. Adding $\mathbf q$ to all grid points merely permutes them, so the mean $m$ obeys $m=e^{i\mathbf q\cdot\mathbf R}m$, and hence $m=0$. With $x=hL$ and superlattice lengths now in units of $L$,

$$
S_\Lambda(x)=\text{grid mean}-\text{zone mean}=\sum_{\mathbf T\ne0}e^{-x|\mathbf T|}.
$$

Every term is positive, so there is no cancellation.

A unit-volume cell gives cubic edges $1$, $2^{1/3}$ and $4^{1/3}$, because the cubes hold 1, 2 and 4 lattice points. The nearest distances are

$$
d_{sc}=1,\quad d_{bcc}=\frac{\sqrt3}{2}2^{1/3}=1.09112,\quad d_{fcc}=\frac{4^{1/3}}{\sqrt2}=2^{1/6}=1.12246,
$$

with 6, 8 and 12 neighbours, as you found.

One condition is hidden in "fixed number of points". At equal volume the squared edges of two families differ by a factor $2^{2/3}$ or $2^{4/3}$, which is irrational. Squared lengths of vectors in one cubic crystal are rational multiples of its squared edge, so two families can't have equal $N$ on the same cubic crystal. The ranking compares the error formulas at a common, continuous $L$.

### From exponentials to theta functions

The Gaussian sum $\Theta_\Lambda(t)=\sum_{\mathbf T}e^{-t|\mathbf T|^2}$ is easier to handle than $S_\Lambda$. To connect them, consider

$$
I=\int_0^\infty t^{-3/2}e^{-x^2/4t-r^2t}\,dt .
$$

Put $v=x/(2\sqrt t)$. Then $t^{-3/2}=8v^3/x^3$ and $|dt|=x^2dv/(2v^3)$, so with $c=xr/2$

$$
I=\frac4x\int_0^\infty e^{-v^2-c^2/v^2}dv
=\frac4xe^{-2c}\int_0^\infty e^{-(v-c/v)^2}dv .
$$

Replacing $v$ by $c/v$ turns the last integral into the same one with an extra factor $c/v^2$. Averaging the two forms and setting $y=v-c/v$, $dy=(1+c/v^2)dv$, gives $\frac12\int_{-\infty}^{\infty}e^{-y^2}dy=\sqrt\pi/2$. Thus $I=(2\sqrt\pi/x)e^{-xr}$. Summing over $\mathbf T\neq0$,

$$
S_\Lambda(x)=\frac{x}{2\sqrt\pi}\int_0^\infty t^{-3/2}e^{-x^2/4t}\,[\Theta_\Lambda(t)-1]\,dt .
$$

The weight is positive. If one lattice has the larger $\Theta$ at every $t$, it has the larger error at every $x$.

With $\theta_3(q)=\sum_n q^{n^2}$, $\theta_2(q)=\sum_n q^{(n+1/2)^2}$ and $\theta_4(q)=\sum_n(-1)^nq^{n^2}$,

$$
\Theta_{sc}=\theta_3^3(e^{-t}),\qquad
\Theta_{bcc}=\theta_3^3(q)+\theta_2^3(q),\quad q=e^{-2^{2/3}t},
$$

$$
\Theta_{fcc}=\tfrac12[\theta_3^3(q)+\theta_4^3(q)],\quad q=e^{-2^{-2/3}t}.
$$

The bcc form adds the cube corners and centres. The fcc form uses integer triples times half an edge, and $\frac12[1+(-1)^{n_1+n_2+n_3}]$ keeps those with an even sum.

### Duality between bcc and fcc

For unit cell volume, Poisson summation gives

$$
\Theta_\Lambda(t)=\left(\frac{\pi}{t}\right)^{3/2}\sum_{\mathbf g}e^{-\pi^2|\mathbf g|^2/t},
$$

where $\mathbf g$ runs over the dual lattice, defined by integer $\mathbf g\cdot\mathbf T$. The dual of sc is sc, and bcc and fcc are duals of each other. Therefore $\Theta_{bcc}(t)=(\pi/t)^{3/2}\Theta_{fcc}(\pi^2/t)$, and the same holds with the names exchanged. For $\Delta=\Theta_{fcc}-\Theta_{bcc}$,

$$
\Delta(t)=-\left(\frac{\pi}{t}\right)^{3/2}\Delta\!\left(\frac{\pi^2}{t}\right).
$$

So $\Delta(\pi)=0$, and the sign for $t<\pi$ is opposite to that for $t>\pi$.

### The sign of $\Delta$ for $t>\pi$

Let $\beta=d_{bcc}^2$, $\varphi=d_{fcc}^2=2^{1/3}$ and $b^2=2^{2/3}$. The first shells are

$$
\Theta_{bcc}=1+8e^{-\beta t}+6e^{-b^2t}+12e^{-2b^2t}+\dots,
$$

$$
\Theta_{fcc}=1+12e^{-\varphi t}+6e^{-2\varphi t}+24e^{-3\varphi t}+\dots
$$

I multiply $\Delta$ by $e^{\varphi t}$, which makes its largest fcc term constant, and differentiate. The derivative is at most $A+B+C$, where

$$
A=-8(\varphi-\beta)e^{(\varphi-\beta)t}+6(b^2-\varphi)e^{-(b^2-\varphi)t},
$$

$$
B=-e^{-\varphi t}\left[6\varphi-12(2b^2-\varphi)e^{-2(b^2-\varphi)t}\right],
$$

$$
C=-48\varphi e^{-2\varphi t}+\sum_{m}n_m(m-\varphi)e^{-(m-\varphi)t}.
$$

The last sum covers the bcc shells from the fourth on, with squared radius $m$ and $n_m$ points. The fcc shells after the third contribute negative terms, and leaving them out gives an upper bound.

- $A$ decreases with $t$. It is $0.0122$ at $\pi$ and $-0.0039$ at $3.2$, so it can be positive only before $3.2$.
- The bracket in $B$ grows with $t$ and is already positive at $\pi$, so $B<0$. For $\pi\le t\le3.2$, using the bracket at $\pi$ and the prefactor at $3.2$ gives $B\le-0.0820$, which outweighs $A$.
- In $C$, the positive sum is $0.217$ times the size of the negative term at $\pi$. All its shells have $m>3\varphi$, so this ratio falls with $t$, and $C<0$.

Hence $e^{\varphi t}\Delta$ starts from zero at $\pi$ and decreases. This proves $\Delta<0$ for $t>\pi$, and duality gives $\Delta>0$ for $t<\pi$.

This also settles a second case. For Gaussian coefficients $e^{-\alpha R^2}$, the error is $\Theta_\Lambda(\alpha L^2)-1$. Of these two lattices, bcc is better for $\alpha L^2<\pi$, fcc is better for $\alpha L^2>\pi$, and they tie at $\pi$.

### Simple cubic has the largest error at every $hL$

The function $e^t[\Theta_{bcc}(t)-1]$ decreases, because every bcc squared distance exceeds 1. At $t=\pi$ it is $5.358$. The first sc shell alone makes $e^t[\Theta_{sc}(t)-1]>6$. Thus, for $t\ge\pi$,

$$
\Theta_{sc}>\Theta_{bcc}\ge\Theta_{fcc}.
$$

For $t<\pi$, apply this at $\pi^2/t$ and multiply by $(\pi/t)^{3/2}$. Duality leaves sc in place and exchanges the other two, so sc is again the largest. The positive mixture then gives $S_{sc}>S_{bcc}$ and $S_{sc}>S_{fcc}$ for all $x>0$. The small-$hL$ region in which your leading terms favour sc does not exist for the full sums.

### bcc and fcc cross exactly once

Let $D(x)=S_{fcc}(x)-S_{bcc}(x)$. The mixture formula gives

$$
\frac{e^{x^2/4\pi}D(x)}{x}=\frac1{2\sqrt\pi}\int_0^\infty t^{-3/2}
\exp\!\left[-x^2\left(\frac1{4t}-\frac1{4\pi}\right)\right]\Delta(t)\,dt .
$$

For $t<\pi$, $\Delta$ is positive and the exponential decreases as $x$ grows. For $t>\pi$, $\Delta$ is negative and the exponential increases. Both parts push the right-hand side down, so it is strictly decreasing and has at most one zero.

To show that there is a zero, look at the two ends. As $x\to0$,

$$
\frac{D}{x}\to\frac1{2\sqrt\pi}\int_0^\infty t^{-3/2}\Delta(t)\,dt .
$$

On $0<t<\pi$ put $t=\pi^2/s$. Then $t^{-3/2}=s^{3/2}/\pi^3$, $|dt|=\pi^2ds/s^2$ and $\Delta(t)=-(s/\pi)^{3/2}\Delta(s)$. The product is $-\pi^{-5/2}s\,\Delta(s)\,ds$. Adding the part with $t>\pi$, where $\Delta=-|\Delta|$,

$$
\lim_{x\to0}\frac Dx=\frac1{2\sqrt\pi}\int_\pi^\infty|\Delta(s)|\left(\pi^{-5/2}s-s^{-3/2}\right)ds>0,
$$

because $s^{5/2}>\pi^{5/2}$ in the range of integration. The value is $1.572\times10^{-4}$, so bcc has the smaller error at small $x$. At large $x$ the nearest shells dominate, and fcc wins because $d_{fcc}>d_{bcc}$. There is therefore exactly one crossing, and its numerical position is

$$
x_*=(hL)_*=3.854 .
$$

The order from least to greatest error is bcc, fcc, sc below $x_*$ and fcc, bcc, sc above it. The crossing found from the theta integrals agrees with the one found from explicit shell sums.

### Why the leading terms mislead

Equating two leading terms $ne^{-dx}$ and $n'e^{-d'x}$ gives $x=\ln(n'/n)/(d'-d)$. The results are 3.157 for sc/bcc, 5.660 for sc/fcc and 12.938 for bcc/fcc. The omitted shells spoil all three, in different ways.

At small $x$, the decay length $1/h$ is comparable to $L$ or longer, and many shells contribute. To see what they add up to, Fourier transform the Gaussian mixture. Each Gaussian gives $(\pi/t)^{3/2}e^{-G^2/4t}$, and with $s=1/t$

$$
\int e^{-xr}e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac{\pi x}{2}\int_0^\infty s\,e^{-(x^2+G^2)s/4}ds
=\frac{8\pi x}{(x^2+G^2)^2}.
$$

Poisson summation, with the $\mathbf T=0$ term removed, then gives

$$
S_\Lambda=\frac{8\pi}{x^3}-1+8\pi x\sum_{\mathbf G\ne0}\frac1{(x^2+G^2)^2},
$$

where $\mathbf G=2\pi\mathbf g$. The first two terms depend on the point density alone and are the same for all three lattices. The lattice type enters only through the last term. Nearest-neighbour counts, by contrast, suggest errors in the ratio 6:8:12 as $x\to0$.

The two sc crossings lie at moderate $x$, where the second sc shell, twelve vectors of length $\sqrt2$, is the largest single correction to the sc sum. At $x=5.660$ it adds $2e^{-(\sqrt2-1)5.660}=0.19$ of the first sc shell, while all farther fcc shells together add only $0.06$ of the first fcc shell, so sc is the larger. At $x=3.157$ the farther shells add $0.86$ of the first shell for sc and $0.82$ for bcc.

For the bcc/fcc crossing at larger $x$, the second bcc shell matters. Its six vectors have length $1.25992$, not far beyond the first shell at $1.09112$. At the supposed crossing its relative size is

$$
\frac68e^{-(1.25992-1.09112)\times12.938}=0.084 .
$$

The two first shells are equal there by construction, so an extra 8% on the bcc side decides the order. In fact, the ratio of two bcc shells to the first fcc shell is

$$
\rho(x)=\tfrac23e^{0.03134x}+\tfrac12e^{-0.13746x}.
$$

This is convex, and $\rho'=0$ at $x=7.05$, where $\rho=1.021$. The crossing at 12.938 therefore disappears as soon as one more bcc shell is included. The true crossing at 3.854 needs the farther fcc shells as well.

### Numbers you can use

The complete errors, relative to the zone mean of 1, are:

| $hL$ | sc | bcc | fcc |
|---|---|---|---|
| 2 | 2.62601 | 2.61374 | 2.61389 |
| 4 | 0.166625 | 0.158361 | 0.158351 |
| 6 | 0.01768 | 0.01499 | 0.01494 |
| 10 | $2.813\times10^{-4}$ | $1.665\times10^{-4}$ | $1.610\times10^{-4}$ |
| 20 | $1.237\times10^{-8}$ | $2.733\times10^{-9}$ | $2.136\times10^{-9}$ |

At $hL=10$ you can follow the reversal by hand. The first shells give $1.460\times10^{-4}$ for bcc and $1.601\times10^{-4}$ for fcc, so bcc seems better. The second bcc shell adds $6e^{-12.5992}=0.202\times10^{-4}$, bringing bcc to $1.663\times10^{-4}$. The second fcc shell, at distance $1.58740$, adds only $6e^{-15.8740}=0.008\times10^{-4}$. That puts fcc ahead, and the remaining shells leave the order unchanged.

The region where bcc wins has little practical value. At $x_*$ the bcc and fcc errors are both 0.190, or 19% of the mean being computed. On a scan from $hL=0.5$ to $x_*$, the largest bcc advantage was $1.3\times10^{-4}$ of the fcc error, near $hL=3.0$. For a converged calculation of this model, fcc is the best of the three at a common $L$, though its lead over bcc is modest at first: about 3% of the bcc error at $hL=10$ and 22% at $hL=20$.

For a target error of $10^{-6}$, the required $hL$ is 15.610 for sc, 14.624 for bcc and 14.523 for fcc. At fixed $h$ and $\Omega$, $N\propto(hL)^3$, so

$$
\frac{N_{fcc}}{N_{sc}}=\left(\frac{14.523}{15.610}\right)^3=0.805,\qquad
\frac{N_{bcc}}{N_{sc}}=\left(\frac{14.624}{15.610}\right)^3=0.822 .
$$

So fcc saves about 19% of the points against sc, and about 2% against bcc. These are continuous estimates. A real grid must use an allowed integer $N$, and the steps between allowed values can exceed these savings and reverse the order. On a simple cubic crystal, superlattices aligned with the cube axes have $N=n^3$ (sc), $4n^3$ (bcc) or $2n^3$ (fcc). For $h\Omega^{1/3}=3.5$ the target needs $N\ge88.7$, $72.9$ and $71.4$, so the smallest allowed grids have 125, 108 and 128 points, and fcc is then the largest.

The saving grows as the target error $\varepsilon$ is tightened. From $ne^{-dx}=\varepsilon$ one has $x=[\ln n+\ln(1/\varepsilon)]/d$. When $\ln(1/\varepsilon)$ dominates, the neighbour count drops out and $N\propto d^{-3}$. The limiting ratios to sc are $0.770$ for bcc and $1/\sqrt2=0.707$ for fcc. At $10^{-6}$ the full fcc saving has not been reached, because fcc has twice as many nearest neighbours as sc. Its numerator is $\ln12+\ln10^6=16.30$, against $\ln6+\ln10^6=15.61$ for sc. This raises the ratio from $0.707$ to $0.707\,(16.30/15.61)^3\approx0.805$.

### Where the ranking stops applying

The argument needs a grid containing $\Gamma$. Shifting it by $\mathbf k_0$ multiplies each term by $e^{i\mathbf k_0\cdot\mathbf T}$, and the errors are then no longer sums of positive terms. Shifting the sc grid by half a step along each axis gives the factor $(-1)^{n_1+n_2+n_3}$ and errors $-0.0756$, $-0.0126$ and $-2.64\times10^{-4}$ at $hL=4$, 6 and 10. In size these are below the unshifted fcc errors at $hL=4$ and 6 and above the one at $hL=10$. Coefficients that change sign or depend on direction also fall outside the proof. The result that sc is worst does extend to any isotropic coefficients that are positive mixtures of Gaussians, provided the sums converge, but whether bcc and fcc cross, and where, depends on the mixture. For coefficients $R^{-4}$, for example, the errors of all three lattices scale as $L^{-4}$, so their order is the same at every $L$.

Finally, $N$ counts all grid points in the zone. If symmetry reduces the grids by different factors, the cheapest calculation need not be the one with the smallest $N$. The numerical output below includes direct k-grid sums on a simple cubic crystal, which agree with the theta integrals for all three superlattices. Those grids have different $N$, so they test the error formula and are not themselves a ranking.

## Table of computed values

```
sc: edge/L 1.00000, nearest/L 1.00000, neighbours 6
bcc: edge/L 1.25992, nearest/L 1.09112, neighbours 8
fcc: edge/L 1.58740, nearest/L 1.12246, neighbours 12
k-grid test: h = 1.2 per crystal spacing
sc: N 64, hL 4.8000, grid error 0.0660239, theta 0.0660239
bcc: N 32, hL 3.8098, grid error 0.2004983, theta 0.2004983
fcc: N 54, hL 4.5357, grid error 0.0826842, theta 0.0826842
A(pi) 0.0122, A(3.2) -0.0039
bound on B for pi<=t<=3.2: -0.0820
tail ratio at pi 0.2171
exp(pi)(theta_bcc(pi)-1) = 5.3579, compare 6
(S_fcc-S_bcc)/x at x->0: theta 1.5721e-04, reciprocal 1.5717e-04
leading-term crossing sc/bcc: hL = 3.157
leading-term crossing sc/fcc: hL = 5.660
leading-term crossing bcc/fcc: hL = 12.938
full crossing bcc/fcc: hL = 3.85392 (theta), 3.85392 (shells)
error at full crossing: bcc 0.189757, sc 0.198532
largest relative bcc advantage 1.255e-04 at hL = 3.04
bcc second/first shell at hL=12.94: 0.0844
least (two bcc shells)/(first fcc shell): 1.0212 at hL = 7.05
errors, dimensionless: sc, bcc, fcc; order from least error
hL  2.0 full 2.62601e+00 2.61374e+00 2.61389e+00 bcc<fcc<sc
hL  2.0 lead 8.12012e-01 9.02302e-01 1.27123e+00 sc<bcc<fcc
hL  3.0 full 5.86154e-01 5.74697e-01 5.74769e-01 bcc<fcc<sc
hL  3.0 lead 2.98722e-01 3.03028e-01 4.13756e-01 sc<bcc<fcc
hL  4.0 full 1.66625e-01 1.58361e-01 1.58351e-01 fcc<bcc<sc
hL  4.0 lead 1.09894e-01 1.01769e-01 1.34668e-01 bcc<sc<fcc
hL  6.0 full 1.76794e-02 1.49855e-02 1.49360e-02 fcc<bcc<sc
hL  6.0 lead 1.48725e-02 1.14783e-02 1.42662e-02 bcc<fcc<sc
hL  8.0 full 2.16807e-03 1.55551e-03 1.53408e-03 fcc<bcc<sc
hL  8.0 lead 2.01278e-03 1.29461e-03 1.51129e-03 bcc<fcc<sc
hL 10.0 full 2.81314e-04 1.66506e-04 1.60954e-04 fcc<bcc<sc
hL 10.0 lead 2.72400e-04 1.46016e-04 1.60100e-04 bcc<fcc<sc
hL 13.0 full 1.36877e-05 5.99418e-06 5.52698e-06 fcc<bcc<sc
hL 13.0 lead 1.35620e-05 5.53087e-06 5.52018e-06 fcc<bcc<sc
hL 20.0 full 1.23732e-08 2.73342e-09 2.13609e-09 fcc<bcc<sc
hL 20.0 lead 1.23669e-08 2.66508e-09 2.13599e-09 fcc<bcc<sc
target error 1e-06
sc: hL 15.6104, N/N_sc 1.0000, asymptotic 1.0000
bcc: hL 14.6240, N/N_sc 0.8222, asymptotic 0.7698
fcc: hL 14.5226, N/N_sc 0.8052, asymptotic 0.7071
```
